# Silicide thickness and the time for a grain-boundary groove to reach silicon

**Question**

I am stuck on an exercise about silicide films on silicon. Grooves form where grain boundaries meet the free surface, and they deepen by surface diffusion until they reach the substrate. For isolated grooves with identical material parameters, I have to show that reducing the film thickness from 20 nm to 10 nm shortens the time to reach the substrate sixteenfold.

My guess was that a diffusion distance grows as $\sqrt t$, which would give a factor of 4. Where does 16 come from? Does it need the groove to be shallow? Do I measure the depth from the original surface or from the ridge beside the groove? And what does "isolated" protect me from?

**Answer**

The $\sqrt t$ law describes particles spreading down a concentration gradient over a fixed geometry. Here matter flows along gradients of surface curvature, and curvature itself contains two derivatives of the height. The rate of change therefore involves four spatial derivatives, where ordinary diffusion has two. That changes the power of time.

**The equation of motion**

Let $y(x,t)$ be the surface height, with $y=0$ at the start and a vertical grain boundary at $x=0$. I assume constant temperature, isotropic surface energy $\gamma$, and transport along the surface alone. The substrate is a fixed plane at $y=-h$. It has no influence on the groove before contact, so the thickness $h$ enters only as the depth to be reached.

The curvature is

$$\kappa=\frac{y_{xx}}{(1+y_x^2)^{3/2}},$$

positive in a valley. The chemical potential per formula unit, relative to a flat surface, is $\mu=-\gamma\Omega\kappa$, where $\Omega$ is the volume per formula unit. A mobile layer of thickness $\delta$ holds $\delta/\Omega$ units per area. With surface diffusivity $D_s$ and arc length $s$, the flux is

$$J=-\frac{D_s}{kT}\frac{\delta}{\Omega}\frac{\partial\mu}{\partial s}
=\frac{D_s\delta\gamma}{kT}\frac{\partial\kappa}{\partial s}.$$

Where more matter leaves than arrives, the surface recedes, so its normal velocity is $v_n=-\Omega\,\partial J/\partial s$. Using $y_t=v_n\sqrt{1+y_x^2}$ and $\partial_s=(1+y_x^2)^{-1/2}\partial_x$,

$$y_t=-B\,\partial_x\!\left[\frac{1}{\sqrt{1+y_x^2}}\,\partial_x\kappa\right],\qquad B=\frac{D_s\delta\gamma\Omega}{kT}.$$

At the root, the balance of tensions $\gamma_{gb}=2\gamma\sin\theta$ fixes the slope $y_x(0^+,t)=m=\tan\theta$. By symmetry, and because the boundary supplies no matter, the flux there is zero. Far away the surface stays flat.

**Why the factor is 16**

Take a solution $y(x,t)$ and enlarge it by a factor $\lambda$, while slowing it by $\lambda^4$:

$$\tilde y(x,t)=\lambda\,y(x/\lambda,\;t/\lambda^4).$$

Slopes are unchanged, because height and width grow together. Curvature is multiplied by $\lambda^{-1}$, and the two further $x$-derivatives on the right-hand side supply $\lambda^{-2}$, making $\lambda^{-3}$. On the left, $\tilde y_t$ carries $\lambda\cdot\lambda^{-4}=\lambda^{-3}$ as well. The equation therefore still holds.

The root slope, the zero flux and the flat initial surface are also unchanged. Assuming that the problem has one solution, $\tilde y$ must be $y$ itself. At the root, the depth $d(t)=-y(0,t)$ obeys

$$d(\lambda^4t)=\lambda\,d(t).$$

Hence $d\propto t^{1/4}$. Since $B$ and $t$ enter only as the product $Bt$,

$$d=C(m)(Bt)^{1/4},\qquad t_{\rm reach}=\frac{h^4}{B\,C(m)^4}.$$

With $m$ and $B$ held fixed,

$$\frac{t_{20}}{t_{10}}=\left(\frac{20}{10}\right)^4=16.$$

No shallow-groove approximation was made. The slope affects $C(m)$, which cancels from the ratio.

**The actual time for a shallow groove**

For $m^2\ll1$ the equation becomes $y_t=-By_{xxxx}$, with $y_x(0)=m$ and $y_{xxx}(0)=0$. Define the cosine transform

$$F(k,t)=\int_0^\infty y\cos kx\,dx.$$

Integrate the fourth derivative by parts, with $y$ and its derivatives vanishing at infinity:

$$\begin{aligned}
\int_0^\infty y_{xxxx}\cos kx\,dx&=k\int_0^\infty y_{xxx}\sin kx\,dx\\
&=-k^2\int_0^\infty y_{xx}\cos kx\,dx\\
&=-k^2\left(-m+k\int_0^\infty y_x\sin kx\,dx\right)\\
&=k^2m+k^4F.
\end{aligned}$$

The first line uses zero flux, the third uses the root slope, and the last uses $\int_0^\infty y_x\sin kx\,dx=-kF$. Therefore

$$F_t=-Bk^4F-Bmk^2.$$

Starting from $F=0$, the solution is

$$F=-\frac{m}{k^2}\left(1-e^{-Bk^4t}\right).$$

The inverse transform is $y=(2/\pi)\int_0^\infty F\cos kx\,dk$. Setting $x=0$ and $q=k(Bt)^{1/4}$ gives

$$d=\frac{2m}{\pi}(Bt)^{1/4}\int_0^\infty\frac{1-e^{-q^4}}{q^2}\,dq.$$

Integrate by parts. The boundary term $-(1-e^{-q^4})/q$ vanishes at both ends, leaving $4\int_0^\infty q^2e^{-q^4}dq$. With $u=q^4$ this becomes $\int_0^\infty u^{-1/4}e^{-u}du=\Gamma(3/4)$. Thus

$$d=\frac{2\Gamma(3/4)}{\pi}\,m(Bt)^{1/4}=0.780\,m(Bt)^{1/4}.$$

This depth is measured from the original surface, which is what you need, because the substrate lies $h$ below that surface. Matter removed from the groove builds a ridge of height $0.194\,m(Bt)^{1/4}$, so the root-to-ridge depth has the coefficient 0.974. Using that coefficient here would leave the ratio at 16, but would give only about 0.41 of the correct small-slope time.

**Numbers for a nickel silicide film**

Take $T=873$ K, $\gamma=1.0$ J/m², $\gamma_{gb}=0.50$ J/m², $\Omega=0.024$ nm³, $\delta=0.30$ nm and $D_s=2.0\times10^{-9}$ cm²/s. These are rough or assumed values for NiSi. The times below depend steeply on them, since $t\propto1/(Bm^4)$. Raising $\gamma$ to 2.0 J/m² at the same $\gamma_{gb}$ turns the small-slope 51 s into about 450 s, while the ratio stays 16. In particular, $D_s$ is an assumed effective diffusivity for a compound in which both elements must move.

The capillary length is $\gamma\Omega/(kT)=1.99$ nm. Since $D_s=2.0\times10^5$ nm²/s,

$$B=(2.0\times10^5)(0.30)(1.99)=1.19\times10^5\ \text{nm}^4/\text{s}.$$

The force balance gives $\sin\theta=0.50/(2\times1.0)=0.25$, so $\theta=14.5^\circ$ and $m=0.258$. For the thin film,

$$(Bt)^{1/4}=\frac{10}{0.7801\times0.2582}=49.65\ \text{nm},$$

$$t_{10}=\frac{6.07\times10^6}{1.19\times10^5}\approx51\ \text{s}.$$

For the thick film the length doubles to 99.3 nm, and

$$t_{20}=\frac{9.72\times10^7}{1.19\times10^5}\approx814\ \text{s}=13.6\ \text{min}.$$

The finite slope lowers the coefficient from 0.7801 to 0.7655. The times become 55 s and 878 s, about 8% longer than the small-slope values. As a test of the scaling argument, the full nonlinear equation was also solved forward in time from a flat surface, without assuming a power law. The ratio of its two arrival times was 16.00. The numerical output lists these values.

**What "isolated" protects you from**

Suppose parallel boundaries stand a distance $L$ apart. At small slope, the conditions are now $y_x(0)=m$, $y_x(L)=-m$, and zero flux at both ends. Matter is conserved, so the mean height remains zero. The steady profile is

$$p(x)=m\left(x-\frac{x^2}{L}\right)-\frac{mL}{6}.$$

It has the correct end slopes, zero mean and $p_{xxx}=0$. The remainder $w=y-p$ starts as $-p$ and has zero slope and flux at both ends. It also has zero mean and is symmetric about $x=L/2$. It is therefore a sum of cosines with $k_n=2\pi n/L$, each decaying as $e^{-Bk_n^4t}$. Two integrations by parts give the cosine coefficients of $p$:

$$\frac2L\int_0^Lp\cos k_nx\,dx=\frac{2}{Lk_n^2}\big[p_x\cos k_nx\big]_0^L=-\frac{4m}{Lk_n^2}=-\frac{mL}{\pi^2n^2}.$$

There is no remaining integral because $p_{xx}$ is constant and the cosine averages to zero. At the root,

$$d(t)=\frac{mL}{6}-\frac{mL}{\pi^2}\sum_{n=1}^{\infty}\frac{e^{-B(2\pi n/L)^4t}}{n^2}.$$

The depth saturates at $mL/6$. In this small-slope model, the film is cut in a finite time only if the grain width satisfies

$$L>\frac{6h}{m},$$

which is 232 nm for the 10 nm film and 465 nm for the 20 nm film. The finite slope raises both widths by about 1.3%. With $L=300$ nm, the final depth is 12.9 nm: the thin film is cut and the thick one never is. The sixteenfold statement then has no meaning.

Grains wide enough for both films to be cut can still change the ratio. At small slope it is 13.6 at $L=600$ nm, 16.1 at 1000 nm and 16.00 at 2000 nm. The low value at 600 nm follows from the series. At the isolated-groove time for 20 nm, the $n=1$ exponent is $-1.17$ and the depth is already 20.9 nm, so the thick film is cut early. At the isolated-groove time for 10 nm, the series gives 10.0 nm, so the thin film's time hardly changes.

**How this compares with a real film**

The 2000 nm grain width makes the grooves isolated, but it is large for such thin NiSi films. For grains roughly 100 nm wide, $mL/6$ is only 4.3 nm, so this model would cut neither film. Thin NiSi films can nevertheless agglomerate on annealing. At this grain width, cutting even the 10 nm film would need $\gamma_{gb}$ above about $1.1\gamma$, more than twice the value assumed here. Either the boundary energy is much higher than assumed, or the model leaves out something that matters. Grain corners, grain growth, faceting, stress and grooving at the buried interface are all absent. If a buried groove grew by the same $t^{1/4}$ law to 0.20 of the top groove's depth, contact would require $1.20\,d=h$. Both times would be multiplied by $1.20^{-4}=0.48$, with the ratio still 16. The value 0.20 is only an illustration. At equal root slope it corresponds to an interface $B$ of $0.20^4=0.0016$ times the surface value. The final depth of the buried groove depends on the interface energy rather than on the rate of transport. For 100 nm grains with the assumed $\gamma_{gb}$, the finite-slope steady profiles of the two grooves together reach 8.5 nm for an interface energy of 1.0 J/m², 10.0 nm for 0.75 J/m² and 13.3 nm for 0.50 J/m². A low interface energy could therefore cut the 10 nm film in this model.

"Identical parameters" is also a demanding condition:

- **Temperature.** If $D_s$ has an assumed activation energy of 2.0 eV, heating by 10 K multiplies $B$ by 1.34. If only the thin film is 10 K hotter, the ratio becomes $16\times1.34\approx21$.
- **Thickness.** Where a nominal 10 nm film is locally 9 nm thick beneath a flat top surface, the time is multiplied by $0.9^4=0.66$.
- **Transport path.** Surface transport carries matter through a layer $\delta$. Bulk transport can use a depth of about the film thickness $h$, because the groove's lateral length $(Bt)^{1/4}$ is about five times $h$ at contact. The two compete when the bulk diffusivity is roughly $D_s\delta/h$, or $3\times10^{-11}$ cm²/s for the 20 nm film. (The numerical output lists a lower value, $6\times10^{-12}$ cm²/s, because it divides by the lateral length $(Bt)^{1/4}$ instead of $h$.) If bulk transport dominated, the fixed $\delta$ in $B$ would in effect be replaced by a depth proportional to $h$. Then $t\propto h^4/h=h^3$, and the ratio would be 8.

The difference from your first guess can now be put in one count of derivatives. In ordinary diffusion the rate of change contains two spatial derivatives of the concentration, so time grows as the square of a length. With surface diffusion it contains four derivatives of the height: two form the curvature, and two more form the divergence of its gradient. For a groove whose height and width both scale as $\ell$, this gives $\ell/t\propto\ell/\ell^4=\ell^{-3}$, and the time grows as the fourth power of the thickness.

## Numbers as computed

```
INPUTS (rough or assumed, NiSi regime)
temperature = 873 K
surface energy = 1.00 J/m^2
grain-boundary energy = 0.50 J/m^2
volume per formula unit = 0.024 nm^3
diffusing layer thickness = 0.30 nm
surface diffusivity = 2.0e-09 cm^2/s
film thicknesses = 10 and 20 nm
grain width = 2000 nm
SMALL-SLOPE RESULT
capillary length gamma*Omega/kT = 1.991 nm
B = 1.1947e+05 nm^4/s
root angle = 14.48 degrees
root slope m = 0.2582
Gamma(3/4) = 1.22542
root-depth coefficient = 0.7801
ridge-height coefficient = 0.1941
root-to-ridge coefficient = 0.9742
ridge position / (Bt)^(1/4) = 2.30
(Bt)^(1/4) at 10 nm depth = 49.65 nm
(Bt)^(1/4) at 20 nm depth = 99.29 nm
B*t for 10 nm = 6.0747e+06 nm^4
B*t for 20 nm = 9.7196e+07 nm^4
time for 10 nm = 50.8 s = 0.85 min
time for 20 nm = 813.5 s = 13.56 min
time ratio = 16.0000
FULL-SLOPE CHECK
root-depth coefficient C/m = 0.7655
time for 10 nm, similarity solution = 54.8 s
time for 20 nm, similarity solution = 877.6 s
time for 10 nm, simulation = 54.8 s
time for 20 nm, simulation = 877.4 s
time ratio, simulation = 16.001
FINITE GRAINS (small slope)
time ratio at grain width 600 nm = 13.609
time ratio at grain width 1000 nm = 16.100
time ratio at grain width 2000 nm = 16.000
least grain width to cut 10 nm = 232.4 nm
least grain width to cut 20 nm = 464.8 nm
final depth at 300 nm width = 12.91 nm
OTHER NEGLECTED EFFECTS
assumed activation energy = 2.0 eV
B factor for 10 K hotter = 1.336
ratio if only thin film is 10 K hotter = 21.38
time factor, 9 nm spot in 10 nm film = 0.656
assumed buried/top groove depth = 0.20
time factor with buried groove = 0.482
root gamma*Omega*curvature/kT at 10 nm = 0.0057
competing bulk diffusivity at 20 nm = 6.04e-12 cm^2/s
```
